Pebble game for bond-bending networks and the limits of Maxwell counting

A film of arsenic–chalcogen glass, a type of material used in memory and selector cells, can be idealised as a network of threefold arsenic and twofold chalcogen atoms. Device films often contain further elements, such as germanium, which are left out here. Its bond lengths and bond angles are stiff, while rotation about a bond costs much less. With few arsenic atoms the network has many soft motions. With many it is rigid, and some of its bonds are strained against one another. One wants to know at which composition it becomes rigid, and which atoms carry the mutual strain. Counting constraints over the whole sample answers neither question reliably, because it does not see where the constraints sit. The pebble game does, using integers alone.

**Model and global count**

Let N atoms be joined by B bonds, each atom i having r_i = 2 or 3 neighbours. Bond lengths and angles are fixed, dihedral angles are free, and weaker forces are left out. Positions are generic, meaning free of special symmetry. The mean coordination is r = 2B/N. If x is the arsenic fraction, r = 3x + 2(1 − x) = 2 + x.

A twofold atom has one angle and a threefold atom has three, so the number of angles is 2r_i − 3 in both cases. Since Σ r_i = 2B, the number of constraints is

N_c = B + Σ (2r_i − 3) = B + 4B − 3N = 5B − 3N.

The atoms have 3N coordinates. If R constraints are redundant, N_c − R are effective, and the number of zero-frequency motions is

F = 3N − (N_c − R) = 6N − 5B + R.  (1)

F includes the six rigid motions of the sample. Maxwell counting sets R = 0:

F/N ≈ 6 − 5r/2 = 1 − 5x/2.

This vanishes at r = 2.4, or 40 at.% As.

Equation (1) has a second reading. An atom and its neighbours keep all their mutual distances and are not collinear, so they move as one rigid body with 6 freedoms. The bodies of two bonded atoms share both of these atoms, so their relative motion can be no more than a rotation about the bond. The bond is therefore a hinge that removes 5 freedoms, and it is represented by 5 bars. N bodies and 5B bars give 6N − 5B again.

**Which bars are independent**

For a set X of bodies, let |X| be their number and b(X) the number of bars with both ends in X. Six rigid motions of X survive any internal bars, so independent bars must satisfy

b(X) ≤ 6|X| − 6 for every non-empty X.  (2)

That (2) is also sufficient is a theorem for generic bars. The molecular theorem extends it to the present case, where all hinges of a body pass through one atom. Both are used here without proof. A set X that reaches equality in (2) is called tight; it is rigid without redundancy.

**The game and why it works**

Give each body 6 pebbles. A pebble is either free or covers one accepted bar that ends on its owner. Each accepted bar is covered by one pebble, and it is regarded as pointing away from that pebble's owner. Counting the pebbles of X gives

free(X) + out(X) + b(X) = 6|X|,  (3)

where out(X) counts the bars that point from X to the outside.

Suppose u covers a bar to w, and w has a free pebble. Then w can cover the bar instead, and u's pebble becomes free. Repeating this along a path brings a free pebble to the start of the path.

To test a new bar between u and v, try to gather 7 free pebbles on the two.

If this succeeds, any X containing u and v has free(X) ≥ 7, so (3) gives b(X) ≤ 6|X| − 7. One more bar still respects (2), and it is accepted.

If it fails with s ≤ 6 pebbles on u and v, let V be the set of all atoms reached from them. No bar points out of V, and no other atom in V has a free pebble. Hence b(V) = 6|V| − s by (3). Since (2) requires b(V) ≤ 6|V| − 6, we have s ≥ 6. So s = 6 and V is tight. The new bar would break (2), and it is redundant.

The failed search also locates the strain. Let T be any tight set containing u and v. By (3), free(T) + out(T) = 6. The six pebbles on u and v use this up, so out(T) = 0, and a search from u and v cannot leave T. Thus V is the smallest tight set containing both atoms.

Now consider the smallest dependent set of bars that contains the rejected bar. It is unique, by a general property of linear dependence, and it lies within V. The bodies it spans form a tight set containing u and v, hence all of V. It therefore contains every accepted bar in V. Any one of these bars could be removed without changing F, which means that all of them share a state of self-stress.

**Joining the clusters**

Let X and Y be tight and share at least one atom. Bars inside both sets are counted twice in b(X) + b(Y), so

b(X∪Y) ≥ b(X) + b(Y) − b(X∩Y)
≥ (6|X| − 6) + (6|Y| − 6) − (6|X∩Y| − 6)
= 6|X∪Y| − 6.

By (2) this must be an equality, so the union is tight. Equality also means that no accepted bar runs between the part of X outside Y and the part of Y outside X.

Overconstrained clusters are therefore built by joining all regions V that share an atom. Every accepted bar inside such a cluster belongs to one of the regions and is stressed. A later bar with both ends in the cluster is redundant and needs no search. Conversely, a bar that takes part in any dependence also takes part in the smallest dependence of some rejected bar, so it has been found. A bond is stressed exactly when both its ends lie in the same overconstrained cluster.

**Pseudocode**

Start with free[i] = 6 for all atoms, R = 0, and each atom in its own cluster.

bring(t, h):
  search breadth-first from t along covered bars, never entering h
  if an atom with a free pebble is met:
    shift pebbles back along the path, so that t gains one
    return MOVED
  return the set of atoms reached

add_bond(u, v):
  if cluster(u) = cluster(v): R ← R + 5; return
  for k = 0, 1, 2, 3, 4:
    while free[u] + free[v] < 7:
      S ← bring(u, v); if MOVED, repeat the while loop
      T ← bring(v, u); if MOVED, repeat the while loop
      R ← R + 5 − k
      join all atoms of S ∪ T into one cluster; return
    free[u] ← free[u] − 1; cover a bar from u to v

After one rejection the remaining bars of the bond are rejected too, since they have the same ends in the same tight set. After the last bond, F = Σ free[i].

Rigid clusters need not be stressed, and they are found separately:

rigid_cluster(v):
  gather 6 free pebbles on v; cluster ← {v}
  for each neighbour w of a cluster member:
    search from w along covered bars, not entering the cluster
    if no free pebble is met, add all atoms reached to the cluster

If the search from w fails, the atoms reached and the cluster together have no outgoing bar and 6 free pebbles, so they are tight. If it succeeds, 7 pebbles can be gathered on v and w, and the two can move relative to each other. Visiting neighbours is enough because a tight set is connected: two parts of sizes a and c without a bar between them hold at most 6a + 6c − 12 bars, fewer than 6(a + c) − 6.

**Cost and stability**

An atom covers at most 6 bars, so one search costs O(N). Each successful search adds a pebble to u or v, so the number of searches per bar is bounded. There are at most 7.5N bars, since B ≤ 3N/2. The worst case is O(N²) in time and O(N) in memory. Splitting the network into rigid clusters is also O(N²) at worst.

There is no rounding. The alternative is the rank of the constraint matrix, which costs O(N³) and needs a threshold to separate zero from small singular values. For 28 random networks of 64 atoms with random coordinates and rows built from unit vectors, the smallest nonzero singular value was 8 × 10⁻⁵. Double precision resolves this, but a loose threshold would miscount it.

**Two cases by hand**

A ring of n twofold atoms has n bonds, so 6n − 5n = n. For n = 7, F = 7: six rigid motions and one internal motion. For n = 6, F = 6 and R = 0. For n = 5, the 25 bars exceed the limit 6·5 − 6 = 24 by one, so R = 1 and F = 6.

Join two five-rings by one bond. Now N = 10 and B = 11, and Maxwell counting gives 60 − 55 = 5. This is fewer than the six rigid motions, which suggests a rigid, stressed object. The game finds two overconstrained clusters of five atoms each, with R = 2 and F = 5 + 2 = 7. The seventh motion is the rotation of one ring against the other about the link. The surplus constraints inside the rings cannot stop it.

**The transition in random networks**

The test networks start from a periodic diamond lattice. Removing a random set of bonds that touches every atom once makes all atoms threefold. Bonds between two threefold atoms are then cut at random until none is left, each cut making two twofold atoms. Restoring the cut bonds in reverse order raises r, and the game follows bond by bond. The rigid threshold is the value of r at which the largest rigid cluster first exceeds half the atoms. It is found by bisection, since added bonds can only enlarge rigid clusters. The stress threshold is defined likewise for the largest overconstrained cluster. That cluster is itself rigid, so its threshold cannot come first.

For six samples of 216 atoms, the mean rigid and stress thresholds are r = 2.384 and 2.390, with sample spreads (standard deviations) of 0.005 and 0.007. For three samples of 1000 atoms they are 2.388 and 2.389, with spreads of 0.007 and 0.006. The larger networks thus become stressed at about 38.9 at.% As, some 1 at.% below Maxwell's value. With three samples, the standard error of this threshold is 0.006/√3 ≈ 0.0035 in r, about a third of the shift.

Means over the 1000-atom samples are:

r | Maxwell F/N | true F/N | R/N | largest stressed cluster/N
2.30 | 0.250 | 0.251 | 0.001 | 0.006
2.36 | 0.100 | 0.106 | 0.006 | 0.012
2.38 | 0.050 | 0.057 | 0.007 | 0.012
2.40 | 0.000 | 0.034 | 0.034 | 0.849
2.50 | −0.250 | 0.014 | 0.264 | 0.945
3.00 | −1.500 | 0.006 | 1.506 | 1.000

Below the transition Maxwell counting misses F by less than 0.01 per atom in this table, because redundancy is confined to small clusters. In one sample at r = 2.36 there are two, of 17 and 9 atoms. At r = 2.40 the count reads zero, yet 34 motions per 1000 atoms remain while 85 % of the atoms belong to one stressed cluster. Equation (1) shows how the two coexist: 6N − 5B = 0 means F = R, not F = 0. At r = 3 the remaining 0.006N = 6 motions are the rigid ones.

The early threshold can be understood by applying (1) to the large rigid cluster alone. With n atoms, b bonds and redundancy R′ inside it, 6 = 6n − 5b + R′, so

2b/n = 2.4 + 0.4 (R′ − 6)/n.

When the cluster forms with little redundancy, its internal coordination is close to 2.4. Maxwell's condition holds inside the cluster. The sample average lies below 2.4 if the remaining atoms contribute fewer than 1.2 bonds each, counting their bonds to the cluster. Redundancy inside the cluster acts the other way and delays the threshold.

The largest growth of the stressed cluster caused by a single bond averages 0.68 of all atoms at N = 216 and 0.70 at N = 1000. A large cluster that is rigid but unstressed can become stressed throughout when one redundant bar is added. A single bond can also do both, since it brings five bars: the first ones may complete a large rigid cluster, and the next one then stresses it. Jumps of this size are compatible with an abrupt transition in this ensemble, but a few samples of two sizes cannot establish one.

**A network for which Maxwell's composition is right**

Now place one chalcogen atom on every bond of a threefold arsenic network, so that each link is As–chalcogen–As. Take n arsenic atoms with e links among them and c links leading out. Each arsenic atom has three links, so 2e + c = 3n. The set, including the chalcogens on its inner links, has n + e bodies and 10e bars:

10e − 6(n + e) = 4e − 6n = −2c.

Condition (2) requires this to be at most −6, that is c ≥ 3. Leaving out an inner chalcogen lowers the left side by 4, and adding an outer one lowers it by 1, so no other choice of chalcogens is more dangerous. If every proper part of the arsenic network has at least three outgoing links, no part is overconstrained.

The whole network has c = 0 and exceeds the limit by 6, so R is at least 6. A missing link takes away 10 − 6 = 4 net constraints. With one link missing the excess is 2, and with two missing there is none. Removing three bars from each of two links of the whole network therefore cures every excess, so R = 6. Since 6N = 5B here, (1) gives F = 6.

The example has 216 arsenic and 324 chalcogen atoms. A maximum-flow calculation gives 3 as the smallest number of links leaving any part. With two links missing, the game finds R = 0 and no stressed atom. The bond that closes the next-to-last link gives R = 2 and stresses all 539 atoms then present. The last link gives R = 6 and 540 stressed atoms. The transition lies at r = 2.4 up to terms of order 1/N. The arrangement of the atoms, not the composition alone, decides whether Maxwell's value applies.

**Comparison with real glass**

The composition range is that of real arsenic–chalcogen glasses near 40 at.% As, but the random networks ignore chemical preference. In one 1000-atom sample at 40 at.%, 23 % of all bonds are As–As. This is far above what is typical of a well-annealed sulfide or selenide glass at this composition, where As–chalcogen bonds dominate. Telluride glasses can be chemically less ordered. Complete order moves the model threshold from about 39 to 40 at.%.

Temperature may matter more, if it frees enough angles. If a fraction q of the chalcogen angles no longer acts as a constraint, Maxwell's condition becomes 1 − 5x/2 + q(1 − x) = 0, or

x = (1 + q)/(2.5 + q).

For an assumed q = 0.10 this is 42.3 at.%. In the same sample at fixed composition, and for one random choice of the broken angles, F/N rises from 0.033 to 0.068, and the largest rigid cluster shrinks from 89 % to 7 % of the atoms. The size of this drop varies strongly with the network and with the choice of angles. With a rough bending stiffness K = 4 eV/rad², the thermal swing √(k_B T/K) of an intact angle is 4.6° at 300 K and 5.6° at 450 K. This does not by itself determine q.

Weak forces turn the internal zero-frequency motions into slow ones. A rough torsional stiffness of 0.1 eV/rad², of the order found for As–chalcogen bonds, gives a frequency √(0.1/4) ≈ 0.16 of the bending frequency at equal inertia. Chalcogen–chalcogen bonds are stiffer in torsion. Small-basis Hartree–Fock estimates for HSSH and HSeSeH give about 0.6 eV/rad² at the dihedral of 90°, so the ratio is √(0.6/4) ≈ 0.4. Such bonds are unavoidable below 40 at.% As, and free dihedrals are a cruder approximation there. The method says nothing about electronic gap states, which need an electronic-structure calculation.

**Failure modes for implementers**

- Terminal atoms. An atom with one neighbour is not a full body, and its spin about the bond is counted as a motion. Remove such atoms first, but only once: an atom that becomes terminal by this step must stay, since its spin stands for the swing of the removed atom. Or keep them all and subtract one from F for each.
- Broken angles. Drop one bar from one bond of the twofold atom. Its two bonds then impose 5 + 4 − 6 = 3 net constraints on its neighbours, as a ball joint does. The count can fail when two such joints link the same two rigid parts, which can still turn about the line through the joints. Two five-rings joined by two bridging atoms with broken angles have F = 7, but the game gives 6. A ball joint is a special placement of the bars, which can only lower their rank, so with broken angles the game's F is a lower bound.
- Periodic cells. The game treats the network as a free object with three rotations, which a fixed periodic cell forbids. This matters once a rigid cluster extends through the cell. In a floppy network without such a cluster the two counts can agree, so one should not subtract three in every case. For 216 atoms at r = 3, the rank of the periodic constraint matrix gives F = 3, against 6 from the game. At r = 2.398 the values are 9 and 12 in the sample examined.
- Special geometry. Symmetric or collinear arrangements can have extra motions and extra self-stresses that a count based on connectivity cannot see.
